\section*{Shear-Strained [001] Valley of Silicon: Mass Splitting and Quadratic Edge Shift}

\section{Symmetry fixes the Hamiltonian}

The two lowest conduction bands of silicon meet at $X=(0,0,1)\,2\pi/a$. Let $\mathbf k$ be measured from $X$, with axes along the cubic directions, and omit spin-orbit coupling. To second order in $\mathbf k$ and first order in strain, the symmetry of the doublet leaves few terms. They can be found from six plane waves, labelled by wavevector in units of $2\pi/a$:
\begin{align}
c_\pm&=(|001\rangle\pm|00\bar1\rangle)/\sqrt2,\nonumber\\
a_\pm&=(|110\rangle\pm|\bar1\bar10\rangle)/\sqrt2,\nonumber\\
b_\pm&=(|1\bar10\rangle\pm|\bar110\rangle)/\sqrt2 .
\end{align}
Put the origin at a bond centre, with atoms at $\pm\tau$, $\tau=(a/8)(1,1,1)$. A local potential then has components $V_n\cos(\mathbf G\cdot\tau)$, where $n=|\mathbf G|^2$ in units of $(2\pi/a)^2$. For instance,
\begin{equation}
\langle110|V|001\rangle=\frac{V_3}{\sqrt2},\qquad
\langle110|V|00\bar1\rangle=-\frac{V_3}{\sqrt2}.
\end{equation}
With the remaining elements, $a_-$ couples to $c_-$ and $b_+$ to $c_+$, each with strength $\sqrt2V_3$, while $a_+$ and $b_-$ stay uncoupled. Let $T=\hbar^2(2\pi/a)^2/2m_0$. Both coupled pairs have the same matrix,
\begin{equation}
\begin{pmatrix}T&\sqrt2V_3\\ \sqrt2V_3&2T+V_8\end{pmatrix}.
\end{equation}
Its upper eigenvalue is the conduction doublet: $A$, made of $c_-$ and $a_-$, and $B$, made of $c_+$ and $b_+$. The states $a_+$ and $b_-$ lie at $2T-V_8$. For $V_8>0$ this is below the conduction doublet, and they form the upper valence doublet at $X$. More plane waves change the weights but not the following symmetry properties.

\begin{itemize}
\item Inversion makes $A$ odd and $B$ even. Terms diagonal in $A,B$ are therefore even in $\mathbf k$, and terms mixing them are odd. Strain is even, so strain alone cannot mix them.
\item The twofold rotation $(x,y)\to(a/4-x,a/4-y)$ leaves both states unchanged. It reverses $k_x,k_y,\varepsilon_{xz}$ and $\varepsilon_{yz}$. The linear mixing term can then contain only $k_z$, and these two shears drop out at first order.
\item The glide $x\to-x$ with translation $(a/4)(0,1,1)$ exchanges $A$ and $B$, apart from a phase. It reverses $k_x$ and $\varepsilon_{xy}$. A term of opposite sign in $A$ and $B$ must be odd under this reversal, which leaves $k_xk_y$ and $\varepsilon_{xy}$.
\item The mirror $x\leftrightarrow y$ preserves each state and makes the coefficients of $k_x^2$ and $k_y^2$ equal.
\end{itemize}

Let $\sigma_z=+1$ denote $B$ and $-1$ denote $A$. Choose phases that make both wave functions real in space. Momentum is then an imaginary antisymmetric matrix, so the mixing term is $\sigma_y$. The result is
\begin{equation}
H=\frac{\hbar^2k_z^2}{2m_l}+\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}
+\left(\delta-\frac{\hbar^2k_xk_y}{M}\right)\sigma_z
+\frac{\hbar^2k_0k_z}{m_l}\sigma_y,
\label{H}
\end{equation}
with $\delta=D\varepsilon_{xy}$. Here $\varepsilon_{xy}$ is the tensor shear, half the engineering shear. Inserting the engineering value with this $D$ would double $\delta$ and quadruple the quadratic shift. Normal strains move both bands together at first order; their effect on valley energies is added separately below. Products of strain and momentum are neglected.

\section{The coupling mass and the sign of the shear term}

The valence doublet determines most of $M$. Acting on the plane waves,
\begin{align}
\mathbf k\cdot\mathbf p\,a_-&=\hbar\frac{2\pi}{a}(k_x+k_y)a_+,\\
\mathbf k\cdot\mathbf p\,b_+&=\hbar\frac{2\pi}{a}(k_x-k_y)b_- .
\end{align}
Second-order perturbation theory squares these elements and divides by the positive energy separation from the valence doublet. Call the resulting common coefficient $C$. The transverse energies are
\begin{equation}
E_{A,B}=\frac{\hbar^2}{2}\left[\frac{k_x^2+k_y^2}{m_0}+C(k_x\pm k_y)^2\right],
\end{equation}
with the upper sign for $A$. Expanding the square gives $1/m_t=1/m_0+C$ and a cross term $\pm\hbar^2Ck_xk_y$. Comparison with (\ref{H}) gives
\begin{equation}
\frac1M\simeq\frac1{m_t}-\frac1{m_0}.
\label{M}
\end{equation}
This is an estimate, because other remote bands are left out.

The same states show the sign of $D$. Positive $\varepsilon_{xy}$ stretches the crystal along $[110]$ and shortens the wavevector $(1,1,0)$ by the factor $1-\varepsilon_{xy}$. The kinetic energy of the $a_-$ part of $A$ falls, while that of the $b_+$ part of $B$ rises. This contribution makes $D$ positive. The potential also changes; the crystal calculation below includes it and finds $D>0$. Tension along $[110]$ thus favours $A$, the state that is light along $[110]$.

\section{Energy minimum and quadratic shift}

Define
\begin{equation}
g=\delta-\frac{\hbar^2k_xk_y}{M},\quad
h=\frac{\hbar^2k_0k_z}{m_l},\quad R=\sqrt{g^2+h^2}.
\end{equation}
Because $\sigma_y$ and $\sigma_z$ anticommute, $(g\sigma_z+h\sigma_y)^2=R^2$. The two bands are
\begin{equation}
E_\pm=\frac{\hbar^2k_z^2}{2m_l}+\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}\pm R.
\label{bands}
\end{equation}

The lower band has its minimum on the $k_z$ axis if $M>m_t$. To show this, use $k_x^2+k_y^2\ge2|k_xk_y|$ and the triangle inequality
\begin{equation}
R\le\sqrt{h^2+\delta^2}+\frac{\hbar^2|k_xk_y|}{M}.
\end{equation}
At fixed $k_z$ these give
\begin{equation}
E_-(\mathbf k)\ge E_-(0,0,k_z)+\hbar^2|k_xk_y|\left(\frac1{m_t}-\frac1M\right).
\end{equation}
The last term is non-negative. If $k_xk_y=0$ but the transverse wavevector is not zero, the first inequality is strict, so the minimum is on the axis.

Now set
\begin{equation}
x=\frac{k_z}{k_0},\qquad \Delta=\frac{2\hbar^2k_0^2}{m_l},\qquad
\eta=\frac{2\delta}{\Delta}.
\end{equation}
Since $\hbar^2k_0^2/2m_l=\Delta/4$ and $h=\Delta x/2$, the lower band on the axis is
\begin{equation}
E(x)=\frac{\Delta}{4}x^2-\frac{\Delta}{2}\sqrt{x^2+\eta^2}.
\end{equation}
Its derivatives are
\begin{align}
E'&=\frac{\Delta x}{2}\left(1-\frac1{\sqrt{x^2+\eta^2}}\right),\\
E''&=\frac{\Delta}{2}\left[1-\frac1{\sqrt{x^2+\eta^2}}
+\frac{x^2}{(x^2+\eta^2)^{3/2}}\right].
\end{align}
For $|\eta|<1$ the minima satisfy $x^2+\eta^2=1$. Thus $k_z=\pm k_0\sqrt{1-\eta^2}$ and $R=\Delta/2$. Without strain they lie at $\pm k_0$, and $\Delta$ is the band separation there. Substitution gives
\begin{equation}
E_{\min}=\frac{\Delta}{4}(1-\eta^2)-\frac{\Delta}{2}
=-\frac{\Delta}{4}(1+\eta^2).
\end{equation}
Subtracting the unstrained value $-\Delta/4$ leaves
\begin{equation}
\boxed{\delta E=-\frac{\Delta\eta^2}{4}=-\frac{\delta^2}{\Delta}},
\qquad |\eta|<1.
\label{shift}
\end{equation}
In this model the shift is quadratic over the whole interval, not only in the limit of small strain. Its form is that of second-order perturbation theory. At the unstrained valley the states are eigenstates of $\sigma_y$. The shear operator $\delta\sigma_z$ has no diagonal element between them, but couples them with strength $|\delta|$ across the separation $\Delta$.

\section{Masses}

Write $t=k_xk_y$. From $E_-$,
\begin{equation}
\frac{\partial E_-}{\partial t}=-\frac gR\frac{\partial g}{\partial t}
=\frac{\hbar^2}{M}\frac gR .
\end{equation}
At the minimum $g=\delta$ and $R=\Delta/2$, so this equals $\hbar^2\eta/M$. The first derivatives of $t$ vanish there and $\partial^2t/\partial k_x\partial k_y=1$. Hence there is no mixing with $k_z$, and the transverse inverse-mass matrix is
\begin{equation}
\begin{pmatrix}1/m_t&\eta/M\\ \eta/M&1/m_t\end{pmatrix}.
\end{equation}
Its eigenvectors point along $[110]$ and $[1\bar10]$:
\begin{equation}
\boxed{\frac1{m_{110}}=\frac1{m_t}+\frac{\eta}{M},\qquad
\frac1{m_{1\bar10}}=\frac1{m_t}-\frac{\eta}{M}}.
\label{mass}
\end{equation}
The mass change is linear in strain at first order, $m_{110}\simeq m_t(1-\eta m_t/M)$, while the energy change is quadratic. Reversing the strain exchanges the two masses and leaves the edge shift unchanged.

For the longitudinal mass, $E''=\Delta(1-\eta^2)/2$ at the minimum. Dividing by $k_0^2$ converts the derivative from $x$ to $k_z$:
\begin{equation}
\frac1{m_{001}}=\frac{1-\eta^2}{m_l}.
\end{equation}

\subsection{Merging of the valleys}

The minima at positive and negative $k_z$ meet at $X$ when $|\eta|=1$. Expanding the square root for small $x$ then gives
\begin{equation}
E=-\frac{\Delta}{2}+\frac{\Delta x^4}{16}+O(x^6).
\end{equation}
The quadratic term has cancelled, so a parabolic longitudinal mass no longer exists. For $|\eta|>1$ the minimum stays at $x=0$, where $R=|\delta|$, and
\begin{align}
\delta E&=-\frac{\Delta}{4}(2|\eta|-1),&
\frac1{m_{001}}&=\frac{1-1/|\eta|}{m_l},\nonumber\\
\frac1{m_{110}}&=\frac1{m_t}+\frac{\operatorname{sgn}\eta}{M},&
\frac1{m_{1\bar10}}&=\frac1{m_t}-\frac{\operatorname{sgn}\eta}{M}.
\end{align}
The energy shift becomes linear and the transverse masses saturate. An implementation needs this branch: continuing (\ref{mass}) past $|\eta|=1$ can give a negative inverse mass where the band has a minimum.

The $2\times2$ matrix was minimized over all three momentum components at $\eta=0,\pm0.35,0.8$ and $1.5$. Energies agreed with these formulas to within $10^{-8}$ eV, and finite-difference inverse masses to within $0.002/m_0$.

\section{Test on a microscopic crystal}

The two-band form was also compared with a local empirical-pseudopotential model using 92 plane waves. Its form factors were $V_3=-0.21$, $V_8=0.04$ and $V_{11}=0.08$ Ry, joined by a quadratic in $|\mathbf G|^2$ to follow the strained wavevectors. Internal displacement of the two atoms was omitted, and $D$ also depends on the slope of the interpolation, so the resulting $D$ is a model value. Form factors held fixed under strain give about 15.5 eV, and an internal-displacement parameter of 0.53 with the same quadratic gives about 16 eV, against the 12.7 eV found below.

The doublet splitting at $X$ stayed below $10^{-9}$ hartree without strain, and also under normal strains of $0.4$, $-0.3$ and $0.2\%$ along $x,y,z$. Curvatures at $X$ gave $m_t=0.199m_0$ and $M=0.240m_0$; a smaller finite-difference step lowers each by about $0.001m_0$. This $1/M$ is 1.035 times estimate (\ref{M}).

A shear of $0.20\%$ gave $D=12.7$ eV, hence $\delta=0.0254$ eV. With the calculated valley separation of $0.523$ eV, (\ref{shift}) predicts a shift of $-1.24$ meV. The crystal gives $-1.045$ meV, or 0.845 of the prediction. With 222 or 444 plane waves these become $-1.023$ meV and 0.840, and the separation becomes $0.527$ eV. The shift is an absolute eigenvalue at second order in strain, so it depends on conventions. Writing the deformation as $\exp\varepsilon$ instead of $1+\varepsilon$ changes the 92-wave ratio to 0.88, and measuring the shift from the mean of the doublet at $X$, the energy zero of (\ref{H}), changes it to about 0.915. The difference of the transverse inverse masses is 0.889 of its prediction, or 0.883 with smaller steps and the larger basis. The two-band law thus overestimates both effects here when $D$ and $M$ are taken at $X$. The prediction leaves out the variation of these parameters between $X$ and the valley, and second-order strain terms from outside the two-band model, including coupling to other bands. For the masses it also leaves out a term proportional to $\varepsilon_{xy}k_xk_y$ that is common to both bands; symmetry allows it, but (\ref{H}) neglects products of strain and momentum. Their contributions were not fully separated here. This comparison has $|\eta|\approx0.10$ and does not establish the same accuracy at larger strain.

\section{Example: a sidewall contact under tension}

Consider an n-type silicon contact with current along $[110]$ and 2 GPa uniaxial tension in the same direction. Rough silicon parameters are $a=0.543$ nm, $k_0=0.15(2\pi/a)$, $m_l=0.92m_0$, $m_t=0.19m_0$, $D=14$ eV and $C_{44}=80$ GPa. Equation (\ref{M}) gives $M=0.235m_0$, and the definitions give $k_0=1.736$ nm$^{-1}$ and $\Delta=0.499$ eV.

The shear stress in cubic axes is half the applied stress $S$, and Hooke's law for tensor shear is $S/2=2C_{44}\varepsilon_{xy}$. Therefore
\begin{align}
\varepsilon_{xy}&=\frac{2}{4(80)}=0.00625,\nonumber\\
\delta&=14(0.00625)=0.0875\ \mathrm{eV},\nonumber\\
\eta&=\frac{2(0.0875)}{0.499}=0.351.
\end{align}
The edge shift is $-(0.0875)^2/0.499$ eV $=-15.3$ meV. In units of $1/m_0$, the transverse inverse masses are $5.263\pm0.351(4.263)$, so
\begin{equation}
m_{110}=0.148m_0,\qquad m_{1\bar10}=0.265m_0.
\end{equation}
The longitudinal mass rises to $1.05m_0$. At 1 and 4 GPa the shifts are $-3.8$ and $-61.4$ meV, showing the quadratic scaling. The model valleys merge at $5.70$ GPa.

\subsection{Other valleys and the occupied states}

The shear shift is not the largest valley shift. With $C_{11}=166$ GPa and $C_{12}=64$ GPa, the normal strains are $\varepsilon_{xx}=\varepsilon_{yy}=0.554\%$ and $\varepsilon_{zz}=-0.427\%$. For a deformation potential $\Xi_u=9$ eV, they place the four in-plane valleys above the $[001]$ pair by
\begin{equation}
\Xi_u(\varepsilon_{xx}-\varepsilon_{zz})=88\ \mathrm{meV}
\end{equation}
before the shear shift is added. The in-plane valleys have no first-order shear term here, because $\varepsilon_{xz}=\varepsilon_{yz}=0$.

The saddle at $X$ limits the use of band-edge masses. Its height above the minimum is
\begin{equation}
-|\delta|+\frac{\Delta}{4}(1+\eta^2)=\frac{\Delta}{4}(1-|\eta|)^2
=53\ \mathrm{meV}.
\end{equation}
At 300 K, $k_BT=26$ meV. For a fully ionized doping of $2\times10^{20}$ cm$^{-3}$, the two-band dispersion applied to all six valleys puts the Fermi level 157 meV above the $[001]$ edge, well above the saddle. The $[001]$ pair holds 71\% of the electrons.

A transport average for this pair is
\begin{equation}
\left\langle\frac1{m_n}\right\rangle=
\frac{\sum(\partial E/\partial k_n)^2(-\partial f/\partial E)}{\hbar^2\sum f},
\end{equation}
where $f$ is the Fermi function and both bands are summed. It gives $6.81/m_0$ along $[110]$ and $2.31/m_0$ along $[1\bar10]$. Their ratio is 2.95, compared with 1.79 at the band edge: occupying states above the edge increases the anisotropy. On the $k_z$ axis the mixed derivative is $\hbar^2\delta/(MR)$, and it grows as $R$ falls toward the saddle. This favours a larger anisotropy, but the separate contributions to the average were not computed.

\subsection{Tunnelling and contact resistivity}

Take a parabolic depletion barrier with band bending $U_0=0.5$ eV and relative permittivity 11.7. Its width is $W=1.80$ nm. For an electron at the bulk $[001]$ edge, the barrier is $U=U_0s^2$ with $0\le s\le1$. A constant mass $m$ gives the tunnelling exponent
\begin{equation}
2W\int_0^1\frac{\sqrt{2mU_0}}{\hbar}s\,ds=\frac{W\sqrt{2mU_0}}{\hbar}.
\end{equation}
Using $m_t$ and then $m_{110}$ gives 2.84 and 2.51. At fixed band bending, transmission rises by $e^{0.333}=1.40$.

The full two-band dispersion gives a smaller gain. In the barrier the $[110]$ wavevector is $i\kappa$, so $k_xk_y=-\kappa^2/2$ and $g=\delta+\hbar^2\kappa^2/2M$. With $k_z$ conserved,
\begin{equation}
U=\frac{\hbar^2\kappa^2}{2m_t}+R(\kappa)-\frac{\Delta}{2},\qquad
\frac{dU}{d(\hbar^2\kappa^2/2)}=\frac1{m_t}+\frac{g}{MR}.
\end{equation}
At the edge the second expression is $1/m_{110}$. As $U$ increases, $g/R$ rises towards one with or without strain, so the strain contrast fades, although the limit is not reached in this barrier. The exponents become 2.57 and 2.38, and the gain falls to 1.22. If edge electrons carried all the current with a fixed prefactor, the specific contact resistivity would fall by about 18\%, not the 28\% inferred from the edge mass. At low bias, however, the current is carried by electrons near the Fermi level, which here lies 157 meV above the edge, so neither percentage is a prediction for this contact.

These numbers describe a heavily doped contact under high stress; both inputs are rough model choices. Real contacts break the assumption of a smooth, unlowered barrier. The peak field is 5.6 MV/cm, and the continuum image-force formula for a uniform field, evaluated at this peak field, gives a barrier lowering of 0.26 eV, about half of $U_0$. Moreover, a cube of side $W$ contains on average only about 1.2 dopants. The absolute exponents are therefore unreliable, and the factor 1.22 is only a two-band estimate of the mass effect at fixed bending for edge electrons. It is probably too large, since the two-band law also overestimated the mass splitting in the crystal test. A resistivity calculation must also include the valence band in the gap, the occupied energies, all valleys and the strain response of the barrier. The numerical output follows.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough silicon values and chosen conditions)
lattice constant 0.543 nm; k0 = 0.15 x 2pi/a
ml = 0.92 m0, mt = 0.19 m0; M = 0.2346 m0
D = 14.0 eV; Xi_u = 9.0 eV
C11, C12, C44 = 166.0, 64.0, 80.0 GPa
stress 2.0 GPa; doping 2.0e+20 cm^-3
band bending 0.5 eV; 300.0 K; permittivity 11.7
TWO-BAND RESULT
k0 = 1.7357 nm^-1; band separation = 0.4990 eV
shear strain e_xy = 0.6250 %; delta = 0.0875 eV
eta = 0.3507; strained minimum kz = 1.6255 nm^-1
shear edge shift = -15.34 meV
mass along [110] = 0.1480 m0
mass along [1-10] = 0.2654 m0
mass along [001] = 1.0490 m0
1 GPa: shift -3.84 meV, m[110] 0.1664 m0, m[1-10] 0.2215 m0
2 GPa: shift -15.34 meV, m[110] 0.1480 m0, m[1-10] 0.2654 m0
4 GPa: shift -61.37 meV, m[110] 0.1212 m0, m[1-10] 0.4399 m0
valleys merge at e_xy = 1.782 %, stress 5.70 GPa
PSEUDOPOTENTIAL CRYSTAL (no internal displacement)
plane waves: 92; test shear 0.20 %
D = 12.72 eV
at X: mt = 0.1988 m0, M = 0.2398 m0
(1/M)/(1/mt - 1/m0) = 1.035
valley distance from X = 0.1458 x 2pi/a
band separation at valley = 0.5231 eV
edge shift = -1.045 meV
edge shift / two-band prediction = 0.845
inverse-mass splitting / prediction = 0.889
EFFECTS OUTSIDE THE BAND-EDGE RESULT
normal strains xx, zz = 0.5536, -0.4268 %
linear splitting from in-plane valleys = 88.2 meV
saddle at X above edge = 52.6 meV; kT = 25.9 meV
Fermi level above [001] edge = 157.0 meV
share of electrons in [001] pair = 71.0 %
sea-averaged 1/m: [110] 6.812, [1-10] 2.312 1/m0
1/m ratio [110]:[1-10]: edge 1.793, sea 2.946
depletion width = 1.798 nm; peak field = 5.56 MV/cm
exponent, edge mass: 2.839 unstrained, 2.506 strained
exponent, full bands: 2.574 unstrained, 2.375 strained
transmission gain: edge mass 1.396, full 1.220
image-force lowering estimate = 0.262 eV
\end{verbatim}
